Wrinkling of a compressed plate on a Winkler foundation

A thin polymer film floats on water. Two opposite edges are gripped at the height at which the film floats, and the grips are pushed slowly together. A film lying on a table with nothing to hold it down could relieve the compression by rising in one broad arch. On water a broad arch must lift a great deal of water, while very short ripples must bend the film sharply. At what force does the film leave the flat state, and with what wavelength?

**1. The three energies**

Let x run along the compression and let w(x) be the upward deflection, at first the same at every position y across the film. Primes denote d/dx. Slopes are small and the material is linearly elastic. All energies below are per unit width.

*Foundation.* Where the film is raised by w, the pressure in the water beneath it falls by ρgw, with ρ the density of water and g the acceleration of gravity. Where the film is lowered, the pressure rises by the same rule. The restoring pressure is therefore Kw with

K = ρg,

and the stored energy per area is ∫₀ʷ Ku du = Kw²/2. A support that answers each local deflection with a proportional local pressure is a Winkler foundation. K is a force per area per deflection, in N/m³. Water qualifies for static deflections that leave its level unchanged: those of zero mean, or any small deflection if the trough is much wider than the film. It must also stay attached under the crests: the suction there is 9.81 Pa for a 1 mm crest, against an atmosphere of 101325 Pa, so the water follows the film unless air enters from an edge.

*Bending.* At height z above the midplane, bending produces the strain εₓ = −zw″. There is no strain along y and no stress through the thickness. Hooke's law along y, with Young's modulus E and Poisson's ratio ν, gives

0 = (σᵧ − νσₓ)/E, so σᵧ = νσₓ.

Along x it then gives

εₓ = (σₓ − νσᵧ)/E = (1 − ν²)σₓ/E.

The elastic energy per area is half of stress times strain, integrated over the thickness h:

½ [E/(1 − ν²)] w″² ∫ z² dz = ½Dw″².

Since the integral of z² from −h/2 to h/2 is h³/12,

D = Eh³/[12(1 − ν²)].

*Compression.* Let N be the compressive force per unit width, positive in compression. A piece of film of length ds that rises by dw covers the horizontal distance

√(ds² − dw²) ≈ ds(1 − ½w′²).

The ends approach by ½∫w′² dx, and the force does work N times this. The energy of the deflected film relative to the flat one is

Π = ½ ∫ (Dw″² + Kw² − Nw′²) dx. (1)

This describes a constant force. If the grips are instead fixed after an imposed compressive strain e, let C be the stretching stiffness and s the mean of ½w′². The stretching energy per length is

½C(e − s)² = ½Ce² − Ces + ½Cs².

Here Ce = N, so the middle term is the work term of (1). The last term is of fourth order in the deflection and cannot move the threshold.

**2. The simplest case: one sinusoid**

Take an unbounded film and w = A cos qx. Over a wavelength, the averages of w², w′² and w″² are A²/2, q²A²/2 and q⁴A²/2. The mean of Π per length is

(A²/4)(Dq⁴ + K − Nq²).

The ripple costs energy as long as this is positive. Division by q² gives the force at which it becomes free:

N(q) = Dq² + K/q². (2)

The first term is the price of bending and dominates for short waves. The second is the price of moving the foundation and dominates for long ones. To find the least force, write both terms as squares:

Dq² + K/q² = (√D q − √K/q)² + 2√(KD).

The cross term of the square is −2√(KD), which the last term restores. The minimum occurs when the bracket vanishes, √D q = √K/q, so

q₀ = (K/D)^(1/4), N_c = 2√(KD). (3)

At q₀ the two terms of (2) are equal, each being √(KD).

*Limit.* If K goes to zero, N_c goes to zero and the wavelength 2π/q₀ grows without bound. This is right for an unbounded plate without support, which can arch as broadly as it likes. A finite unsupported plate has a nonzero threshold, and section 3 must recover it.

*Numbers.* I take E = 5 GPa, ν = 0.35 and h = 10 µm, rough round values in the regime of thin polyester film, and ρ = 1000 kg/m³. Then

D = (5×10⁹ Pa)(10⁻⁵ m)³/(12 × 0.8775) = 4.75×10⁻⁷ J,
K = 1000 × 9.80665 = 9807 N/m³.

The length 1/q₀ = (D/K)^(1/4) is 2.64 mm, so q₀ = 0.379 mm⁻¹ and the wavelength is 2π × 2.64 mm = 16.6 mm. The force is

N_c = 2√(9807 × 4.75×10⁻⁷) = 0.136 N/m.

Spread over the thickness, this is a stress of only 13.6 kPa. Formula (2) shows how the wavelength is chosen:

- at half the critical wavelength, bending needs 0.273 N/m and the foundation 0.017 N/m, together 0.290 N/m;
- at the critical wavelength, each needs 0.068 N/m;
- at twice the critical wavelength, the two shares of the first case are exchanged, and the sum is again 0.290 N/m.

The minimum is shallow. With q = q₀(1 + δ), (2) becomes

N/N_c = ½[(1 + δ)² + (1 + δ)⁻²] ≈ ½[(1 + 2δ + δ²) + (1 − 2δ + 3δ²)] = 1 + 2δ². (4)

A wavenumber wrong by 10 percent raises the required force by about 2 percent.

**3. A finite length with pinned ends**

Let the film have length L, with ends held at w = 0 but free to rotate, so that w″ = 0 there. The functions sin(nπx/L), n = 1, 2, 3, …, satisfy these conditions, and any admissible deflection is a sum of them. The sines are mutually orthogonal, and so are their first and their second derivatives. Hence (1) splits into a sum of separate energies, and the threshold is the smallest of

N_n = D(nπ/L)² + K(L/nπ)². (5)

*Limit.* For K = 0 the smallest value belongs to n = 1 and is π²D/L², the Euler load of an unsupported plate. This is the nonzero threshold that section 2 lacked.

Each N_n is a value of (2), so the pinned threshold cannot lie below N_c. It equals N_c if q₀L/π is an integer. For L = 200 mm, q₀L/π = 24.1. The film takes 24 half-waves, and its threshold exceeds N_c by less than 0.01 percent.

For L = 20 mm, with all else unchanged, q₀L/π = 2.41, and the choice is between two and three half-waves. For n = 2 the ratio q/q₀ is 2/2.413 = 0.829, so

N₂/N_c = ½(0.829² + 0.829⁻²) = 1.07.

For n = 3 the same calculation gives 1.10, so two half-waves win. The threshold is 0.146 N/m. A finite-element calculation with cubic elements, which finds the lowest force at which (1) can vanish for a nonzero deflection and does not assume sines, gives the same force and the same two half-waves.

**4. Every shape at once**

Sinusoids settled the pinned film because they fit its ends. For other ends a different argument is needed, and the square of section 2 suggests one. Expand

(√D w″ + √K w)² = Dw″² + Kw² + 2√(KD) ww″.

Integration by parts gives ∫ww″ dx = [ww′] − ∫w′² dx, where the bracket means the value at the right end minus that at the left. Therefore

∫(Dw″² + Kw²) dx = ∫(√D w″ + √K w)² dx + 2√(KD) ∫w′² dx − 2√(KD)[ww′].

Inserting this in (1), with N_c = 2√(KD), gives

Π = ½∫(√D w″ + √K w)² dx + ½(N_c − N)∫w′² dx − √(KD)[ww′]. (6)

Suppose that w = 0 or w′ = 0 at each end. The last term vanishes. For N < N_c the other two cannot be negative, and they vanish together only if w′ = 0 everywhere and hence w = 0. The flat state is then stable against every small deflection, whatever its shape.

At N = N_c the energy can vanish only if √D w″ + √K w = 0, that is

w″ = −q₀²w.

The solutions are sinusoids of wavenumber q₀. The wavelength thus follows from the energy without a sinusoid being assumed.

*A second case: clamped ends.* A clamp imposes both w = 0 and w′ = 0. No sinusoid other than zero does this, so the threshold of a finite clamped film lies strictly above N_c. The finite-element method gives 1.0034 N_c for L = 200 mm, with a wavelength in the middle of the film within 0.1 percent of 2π/q₀.

The excess can be estimated. Suppose the ripple has an envelope sin(πx/L) that fades towards the clamps. Its product with a wave of wavenumber q₀ contains the wavenumbers q₀ ± π/L. By (4), each costs an excess 2(π/q₀L)² = 2(1/24.1)² = 0.0034. The agreement supports this picture, but it is an estimate, because the shape of the envelope is assumed.

**5. Where the result fails: a free end**

The last term of (6) is a warning. At a left end x = 0 it contributes +√(KD) w(0)w′(0), which is negative when the deflection is largest at the end and falls off inward. An end that can move vertically and rotate may therefore buckle early.

To find when, vary w by a small η in (1):

δΠ = ∫(Dw″η″ + Kwη − Nw′η′) dx.

Integrating the first term by parts twice and the last once gives

δΠ = ∫(Dw⁗ + Nw″ + Kw)η dx + [Dw″η′ − (Dw‴ + Nw′)η].

A neutral shape makes this zero for every η. Hence

Dw⁗ + Nw″ + Kw = 0, (7)

and at a free end, where η and η′ are arbitrary,

w″ = 0, Dw‴ + Nw′ = 0.

The force is assumed to keep its direction along x as the end rotates.

Let the film occupy x ≥ 0 and seek shapes that decay inward, built from exp(−λx). Equation (7) requires Dλ⁴ + Nλ² + K = 0. This is quadratic in λ², so its two roots satisfy

λ₁² + λ₂² = −N/D, λ₁²λ₂² = K/D. (8)

For 0 < N < N_c the two values of λ² are complex conjugates with a nonzero imaginary part. The decaying choices λ₁ and λ₂ are then conjugates too, and they are different. Their product is positive, so λ₁λ₂ = √(K/D) = q₀².

With w = a₁exp(−λ₁x) + a₂exp(−λ₂x), the end conditions are

a₁λ₁² + a₂λ₂² = 0,
a₁λ₁(Dλ₁² + N) + a₂λ₂(Dλ₂² + N) = 0.

By (8), Dλ₁² + N = −Dλ₂² and Dλ₂² + N = −Dλ₁². Division of the second condition by −Dλ₁λ₂ leaves

a₁λ₂ + a₂λ₁ = 0.

The first condition gives a₂ = −a₁λ₁²/λ₂². Substitution yields λ₂³ = λ₁³, or

(λ₂ − λ₁)(λ₁² + λ₁λ₂ + λ₂²) = 0.

The roots differ, so the second factor must vanish. With (8) this reads −N/D + q₀² = 0, hence

N = Dq₀² = √(KD) = ½N_c. (9)

A long plate with a free end buckles there at half the force in (3). The depth of the buckle follows from (λ₁ + λ₂)² = −q₀² + 2q₀² = q₀². The common real part of λ₁ and λ₂ is thus q₀/2, and the deflection decays over 2/q₀ = 5.3 mm.

The finite-element method, applied to the 200 mm film with both ends free, gives 0.0682 N/m, which is 0.500 N_c, with the deflection confined to the ends. Formula (3) therefore does not hold for free ends, however long the plate is. The values for free ends count only the foundation pressure Kw. Where a free end meets clean water, surface tension also resists its rising and falling, so it buckles at a higher force than (9) gives.

**6. Waves in any direction**

Now let w depend on y as well, with subscripts for derivatives. The strains are −zwₓₓ and −zwᵧᵧ, and the shear angle is −2zwₓᵧ. Hooke's law without stress through the thickness gives the energy per volume

{E/[2(1 − ν²)]} [εₓ² + εᵧ² + 2νεₓεᵧ + ½(1 − ν)γ²],

where γ is the shear angle. Integration over z gives the bending energy per area

½D[wₓₓ² + wᵧᵧ² + 2νwₓₓwᵧᵧ + 2(1 − ν)wₓᵧ²]. (10)

This can be regrouped as

½D[(wₓₓ + wᵧᵧ)² − 2(1 − ν)(wₓₓwᵧᵧ − wₓᵧ²)].

For a periodic deflection, two integrations by parts turn ∫wₓₓwᵧᵧ into ∫wₓᵧ², so the last bracket averages to zero.

Let the transverse compression be rN. A wave with wavenumbers kₓ and kᵧ, where k² = kₓ² + kᵧ², becomes free of cost when Dk⁴ + K = N(kₓ² + rkᵧ²), or

N = (Dk⁴ + K)/(kₓ² + rkᵧ²). (11)

Waves with different wavenumbers do not mix in the energy, so it suffices to treat them singly. If r < 1, the denominator is at most k², with equality only for kᵧ = 0. Where it is positive,

N ≥ Dk² + K/k² ≥ N_c.

The first ripples have their crests perpendicular to the stronger compression, and (3) stands. A film whose width is held fixed is an example: section 1 showed that σᵧ = νσₓ, so r = ν.

*Limit.* For r = 1 the denominator is k² in every direction. All directions share the threshold N_c and the wavenumber q₀, and the linear theory does not choose a pattern.

**7. Free side edges**

The film between two grips also has two free sides, where it can curl across its width and so bend more easily. Completing a square in (10) shows by how much:

wₓₓ² + wᵧᵧ² + 2νwₓₓwᵧᵧ + 2(1 − ν)wₓᵧ² = (1 − ν²)wₓₓ² + (wᵧᵧ + νwₓₓ)² + 2(1 − ν)wₓᵧ².

The last two terms are not negative. The bending energy is therefore at least that of a plate with stiffness (1 − ν²)D, bent along x alone. Applying (6) to each line of constant y, with held ends and no transverse compression, shows that the threshold is at least √(1 − ν²)N_c.

It is also no higher than for ripples uniform across the width, because these remain available. For a long film this means

√(1 − ν²) N_c ≤ N ≤ N_c, (12)

apart from the small end corrections of sections 3 and 4. For ν = 0.35 the lower factor is 0.937, which gives 0.128 to 0.136 N/m for a film whose side edges carry no force. Where the value lies between these bounds depends on the width. The bounds also assume grips that let the film widen as it is compressed; grips that prevent this add transverse compression near them.

On water the upper bound can be exceeded. Surface tension pulls on the side edges and resists their rising and falling, so ripples uniform across the width cost more than (1) counts. The narrower the film, the more this matters.

*Limit.* For ν = 0 the bounds coincide, since bending along x then has no tendency to cause curling.

**8. The model beside a real film**

Thickness matters most among the material data. Since D varies as h³, N_c varies as h^(3/2) and the wavelength as h^(3/4). With E, ν and K held fixed, a film 10 percent thicker has a threshold 15 percent higher.

Shear through the thickness is negligible. The shear stiffness per width is S = (5/6)Gh, with G = E/[2(1 + ν)] and the usual factor 5/6 for a rectangular section. Shear adds a deflection Dq²/S times the bending deflection, which divides the bending term of (2) by 1 + Dq²/S. To first order N_c falls by the fraction Dq₀²/(2S), here 2×10⁻⁶.

The surface tension of water, roughly 0.07 N/m, is half as large as N_c. Suppose the film is compressed by a movable barrier with clean water on its far side. That water pulls the barrier outward while the film pushes it outward, so the barrier must supply N_c + 0.07 N/m, about 0.21 N/m. A force gauge on the barrier would then read some 50 percent more than the force in the film.

The strain at threshold is very small. Counted from the state without longitudinal force, and with sides free to move, it is

N_c/(Eh) = 0.136/(5×10⁴) = 2.7×10⁻⁶,

which is 0.55 µm over the 200 mm length. With a thermal expansion of roughly 2×10⁻⁵ per kelvin, heating by 0.14 K between fixed grips reaches it, if the film starts without longitudinal force and the grips do not move. An experiment with such a film must therefore control its temperature closely or measure the force itself. The grip displacement alone is a poor guide to the threshold.

The amplitude A has dropped out of every threshold condition. The theory says when the flat state gives way and at what wavelength. How high the ripples then grow is a question that (1), which stops at second order in the deflection, cannot answer.
